Average efficiency of a class-B amplifier with a Rayleigh envelope

**Problem**

A radio-frequency transistor works in ideal class B from a constant supply voltage V = 50 V. At full drive its drain current peaks at I_pk = 8 A. The signal has a Rayleigh-distributed envelope, and its average output power lies 10 dB below the peak capability of the amplifier. Find the average efficiency, neglecting the rare instants at which the signal asks for more than full amplitude. Then justify that neglect.

Ideal class B means the following here. The transistor is biased exactly at threshold, so it conducts for half of each carrier cycle, and its current is linear in the drive above threshold. The drain voltage can swing down to zero. All harmonics are short-circuited, and the load is a fixed resistance R at the carrier frequency. The output network is lossless, and the drive power is not counted.

"Peak capability" means peak envelope power: the output power averaged over one carrier cycle at full amplitude. "Average efficiency" means average output power divided by average supply power. The envelope changes slowly compared with the carrier, so each cycle can be treated as steady.

**Hints**

1. Let r be the envelope amplitude divided by its full value. Find how output power and supply power depend on r. The two powers follow different laws.

2. Average the two powers separately before dividing. You will need the mean of r and the mean of r².

3. A Rayleigh envelope is the length of a vector whose two components are independent Gaussian variables of equal variance and zero mean. Polar coordinates give its distribution.

4. For the neglected instants, replace r by 1 wherever it exceeds 1, and integrate by parts.

**Solution**

*Power at a fixed envelope.* Let θ be the carrier phase. The drain current is

i(θ) = r I_pk cos θ for |θ| < π/2, and zero for the rest of the cycle.

Its mean value is

I_dc = (1/2π) ∫ from −π/2 to π/2 of r I_pk cos θ dθ = (1/2π) · 2 r I_pk = r I_pk/π.

The amplitude of its component at the carrier frequency is

I_1 = (1/π) ∫ from −π/2 to π/2 of r I_pk cos²θ dθ = (1/π) · r I_pk · π/2 = r I_pk/2.

The harmonics produce no voltage because they are short-circuited. The drain voltage is therefore

v(θ) = V − R I_1 cos θ.

The minus sign says that the voltage is lowest when the current is highest. At r = 1 the swing should just reach zero, which requires R I_pk/2 = V, or

R = 2V/I_pk = 2 · 50/8 = 12.5 Ω.

The output power and the supply power follow:

P_out = ½ R I_1² = ½ · (2V/I_pk) · (r² I_pk²/4) = r² V I_pk/4,

P_dc = V I_dc = r V I_pk/π.

At r = 1 these are 100 W and 127.3 W. The efficiency at a fixed envelope is

η(r) = P_out/P_dc = (π/4) r,

which reaches 78.5 % at full amplitude.

The remaining power heats the transistor. The cycle average of v i is V I_dc − R I_1 ⟨i cos θ⟩. By the definition of I_1, ⟨i cos θ⟩ = I_1/2, so the loss is V I_dc − ½ R I_1² = P_dc − P_out, as energy conservation requires.

*Averaging over the signal.* Angle brackets now denote averages over the envelope. Energies add over time, so

η_avg = ⟨P_out⟩/⟨P_dc⟩ = (⟨r²⟩ V I_pk/4)/(⟨r⟩ V I_pk/π) = (π/4) ⟨r²⟩/⟨r⟩.

This differs from the time average of η(r), which is (π/4)⟨r⟩. That average gives a weak instant the same weight as a strong one, although the weak instant draws less energy from the supply.

*Envelope statistics.* Define s = ⟨r²⟩. Since P_out is proportional to r², s is the average output power divided by the peak envelope power. A back-off of 10 dB means s = 10^(−10/10) = 0.1.

Write the in-phase and quadrature amplitudes as x and y, with r² = x² + y². They share the mean square s equally, so each has variance s/2. Their joint density is

[1/√(πs)] exp(−x²/s) · [1/√(πs)] exp(−y²/s) = (1/πs) exp(−r²/s).

A ring of radius r and width dr has area 2πr dr. The density of r is therefore

p(r) = (2r/s) exp(−r²/s).

The substitution u = r²/s, du = (2r/s) dr confirms the mean square:

⟨r²⟩ = ∫₀^∞ r² p(r) dr = s ∫₀^∞ u e^(−u) du = s.

For the mean, note that p(r) is minus the derivative of exp(−r²/s), and integrate by parts:

⟨r⟩ = [−r exp(−r²/s)]₀^∞ + ∫₀^∞ exp(−r²/s) dr.

The bracket vanishes at both ends. Call the remaining integral J. Its square is an integral over a quarter of the plane, which polar coordinates turn into

J² = (π/2) ∫₀^∞ ρ exp(−ρ²/s) dρ = (π/2)(s/2) = πs/4.

Hence

⟨r⟩ = √(πs)/2.

This treatment extends p(r), and the class-B laws with it, beyond r = 1. That is the approximation the problem allows.

*Result.* Substitution gives

η_avg = (π/4) · s · 2/√(πs) = (√π/2) √s.

For s = 0.1,

η_avg = 0.8862 · 0.3162 = 0.280.

The average efficiency is 28.0 %.

This expression is identical to that for ⟨r⟩. A Rayleigh envelope has ⟨r⟩² = (π/4)s, and the π/4 here equals the peak efficiency of class B, so (π/4)s/⟨r⟩ reduces to ⟨r⟩.

*Reading the numbers.* The average output is 0.1 · 100 W = 10 W. The average supply current is ⟨r⟩ I_pk/π = 0.2802 · 8/π = 0.714 A, which at 50 V is 35.7 W. The transistor must therefore shed 25.7 W of heat, more than twice the power it delivers.

The average supply power can be written as

⟨P_dc⟩ = s P_pk/η_avg = (2/√π) √s P_pk,

where P_pk is the peak envelope power. With the supply voltage and load held fixed, halving the average output lowers the supply power by a factor √2 only. This is why efficiency falls with back-off.

Compare a constant envelope of the same average power. It has r = √s throughout, so its efficiency is (π/4)√s = 24.8 %. The fluctuating signal does better by the factor 2/√π = 1.128. The reason is that both signals deliver 10 W, while the supply power follows the mean envelope. The variance of r cannot be negative:

0 ≤ ⟨(r − ⟨r⟩)²⟩ = s − ⟨r⟩²,

so ⟨r⟩ ≤ √s. Here the mean envelope is 0.280 and the root-mean-square envelope is 0.316. The same inequality places the time average of η(r), which is 22.0 %, below the constant-envelope value.

The Rayleigh law is a good description of a sum of many independent carriers. As a test, 256 carriers of equal amplitude were given random phases, chosen from four equally spaced values, in each of 4000 symbols. The sum was scaled to s = 0.1, limited at r = 1 and passed through the class-B stage, with the powers computed from sampled current and voltage waveforms. The average efficiency came out as 28.01 % and the heat as 25.70 W, against 28.02 % and 25.68 W from the formulas.

*Justifying the neglect of clipping.* The probability that the signal asks for more than full amplitude is

P(r > 1) = ∫₁^∞ p(r) dr = exp(−1/s) = e^(−10) = 4.5 × 10⁻⁵.

Suppose an ideal limiter ahead of the amplifier replaces r by r_c, the smaller of r and 1. Write Q(r) = exp(−r²/s), so that p = −dQ/dr. Samples above 1 contribute 1 · Q(1) to either moment. Integrating the rest by parts,

⟨r_c²⟩ = [−r² Q]₀¹ + ∫₀¹ 2r Q dr + Q(1) = ∫₀¹ 2r Q dr = s(1 − e^(−1/s)),

⟨r_c⟩ = [−r Q]₀¹ + ∫₀¹ Q dr + Q(1) = ∫₀¹ Q dr = (√(πs)/2) erf(1/√s),

where erf(z) = (2/√π) ∫₀^z exp(−t²) dt and t = r/√s. The efficiency with the limiter is therefore

η_lim = (√π/2) √s · (1 − e^(−1/s))/erf(1/√s).

At s = 0.1 the last factor lowers the efficiency by 3.8 × 10⁻⁵ of its value, so the neglect is safe. At 6 dB back-off the clipping probability is 1.9 %, and the efficiency is 43.8 % instead of the 44.4 % given by the simple formula. The back-off in both cases refers to the signal before limiting. The output power counted here also includes the distortion that the limiter creates, so a small change in efficiency does not mean that the signal quality is acceptable.

The opposite limit shows where the simple formula fails. It grows as √s without bound. In η_lim, for large s, 1 − e^(−1/s) tends to 1/s and erf(1/√s) tends to 2/√(πs), so

η_lim → (√π/2) √s · (1/s) · √(πs)/2 = π/4.

The limiter then holds the envelope at full amplitude nearly all the time, and the efficiency returns to its peak value.

**Variation 1: another meaning of "peak"**

*Suppose that the peak capability is the highest instantaneous power in the load during the carrier cycle. What is the average efficiency 10 dB below that level?*

At full amplitude the load voltage has amplitude V, and the instantaneous power peaks at V²/R = 50²/12.5 = 200 W. This is twice the cycle average, because cos²θ has mean ½. Ten decibels below it lies 20 W, so s = 20/100 = 0.2. The back-off from peak envelope power is 7.0 dB, and

η_avg = 0.8862 · √0.2 = 0.396.

The answer moves from 28.0 % to 39.6 % through the definition alone. The clipping probability is now e^(−5), about 0.7 %, so its neglect is less accurate than before: with the ideal limiter, η_lim at s = 0.2 is 39.4 %, about 0.2 percentage points lower.

**Variation 2: a stage with losses**

*Estimate how far a gallium nitride stage falls below the ideal result. Take a knee voltage of 5 V at 25 °C, a quiescent current of 0.20 A, an output-network loss of 0.3 dB, a base temperature of 80 °C and a thermal resistance of 2 K/W.*

The knee voltage V_k is the lowest drain voltage at which the transistor still carries its peak current. Keep the current swing fixed and reduce the load to R = 2(V − V_k)/I_pk, so that the voltage amplitude at r = 1 is V − V_k. Output power is then multiplied by 1 − V_k/V, while the supply power is unchanged. The peak envelope power shrinks by the same factor as the average, so the back-off from the actual peak remains 10 dB. For 5 V the factor is 0.900.

The channel is hotter than 25 °C, however. Assume that the whole knee voltage grows as absolute temperature to the power 1.8, a rough rule for the on-resistance, and that the channel responds to the average heat. The heat is the supply power minus the power leaving the drain, 50 V · 0.740 A − 10 W · (1 − V_k/V), where 0.740 A is the average supply current including the effect of the quiescent current, found below. Heat and knee voltage then determine each other. The consistent solution has 28.8 W of heat, a channel at 80 + 2 · 28.8 ≈ 138 °C and V_k = 8.9 V. The factor becomes 0.822.

The quiescent current I_q raises the supply current. Let the drive be corrected so that the output amplitude still follows r. For a current I_q + x cos θ with x much larger than I_q, conduction lasts slightly more than half a cycle, and to first order in I_q

I_dc ≈ x/π + I_q/2, I_1 ≈ x/2 + 2I_q/π.

Eliminating x at fixed I_1 gives

I_dc ≈ 2I_1/π + (1/2 − 4/π²) I_q ≈ 2I_1/π + 0.095 I_q.

A strong envelope therefore costs about 0.02 A extra, while at zero envelope the full 0.20 A flows. Averaging the full waveforms over the Rayleigh distribution raises the supply current from 0.714 A to 0.740 A, a factor 0.964 in efficiency. The network loss contributes 10^(−0.03) = 0.933. Together,

η ≈ 0.280 · 0.822 · 0.964 · 0.933 ≈ 0.21.

If the power gain is 15 dB at all levels, subtracting the drive power from the output multiplies this by 1 − 10^(−1.5) = 0.968 and leaves about 20 %.

The supply voltage, current and loss parameters are rough values in the range of gallium nitride power transistors, not data for a particular part. Among the effects sized here, the assumption of zero knee voltage matters most: by itself, the hot knee moves 28 % to about 23 %. A leakage current of 1 mA would take 0.14 % of the ideal supply power, which is negligible. The ideal drain voltage peaks at 2V = 100 V, below an assumed breakdown voltage of 150 V; this margin holds for the stated resistive load with shorted harmonics. Charge trapping, voltage-dependent capacitance and imperfect harmonic terminations are left out, so the 21 % is an estimate of scale and not a prediction for a measured amplifier. The numerical output lists the values used.

Computed values

```
Supply voltage: 50 V
Peak drain current: 8 A
Load resistance: 12.5 ohm
Back-off: 10 dB; mean square envelope s = 0.100
Peak envelope power: 100.0 W
Supply power at peak: 127.3 W
Efficiency at peak: 78.5 %
Rms envelope: 0.3162; mean envelope: 0.2802
Average output power: 10.00 W
Average supply current: 0.7136 A
Average supply power: 35.68 W
Average dissipation: 25.68 W
AVERAGE EFFICIENCY (formula): 28.02 %
Average efficiency (multicarrier signal): 28.01 %
Dissipation (multicarrier signal): 25.70 W
Time average of instantaneous efficiency: 22.01 %
Constant envelope, same mean power: 24.84 %
Rayleigh/constant efficiency ratio: 1.1284
Clipping probability at 10 dB: 4.540e-05
Relative efficiency change by clipping, 10 dB: -3.766e-05
Efficiency formula at 6 dB: 44.42 %
Efficiency with limiter at 6 dB: 43.80 %
Clipping probability at 6 dB: 1.87 %
If peak means instantaneous carrier peak: back-off 6.99 dB, efficiency 39.6 %
Neglected effects, rough gallium nitride values:
Knee voltage at 25 C: 5.0 V; factor 0.900
Thermal resistance: 2.0 K/W; base: 80 C
On-resistance temperature exponent: 1.8
Dissipation with knee and bias: 28.8 W
Channel temperature: 138 C
Hot knee voltage: 8.90 V; factor 0.822
Quiescent current: 0.20 A; average supply current 0.7404 A; factor 0.964
Network loss: 0.3 dB; factor 0.933
Combined drain efficiency estimate: 20.7 %
Gain: 15 dB; drive-power factor 0.968
Combined power-added efficiency: 20.1 %
Leakage current: 1.0 mA; share of supply power 0.14 %
Peak drain voltage: 100 V; breakdown voltage: 150 V
```
